Hydrogen permeation from surface-limited to diffusion-limited flow

**Result**

A flat membrane of thickness L has hydrogen gas at pressure p on one side and vacuum on the other. Molecules dissociate on the surface, atoms diffuse through the bulk, and atoms recombine to leave. Let J be the steady flux in atoms per area and time, D the diffusivity, S the solubility constant in the equilibrium law c = S√p, and K_d p the rate at which a nearly empty surface takes up atoms. The dimensionless number

W = K_d L√p/(D S)

decides which process controls the flux:

J → D S√p/L for W ≫ 1 (diffusion limit),

J → K_d p/2 for W ≪ 1 (surface limit).

Since W grows as √p, lowering the pressure of a given membrane leads from the first law to the second. "Low pressure" therefore means W ≪ 1, and no universal pressure marks it. Between the limits, with r the ratio of downstream to upstream concentration, the model gives

W = (1−r)√(1+r²)/r²,

J = (D S√p/L)(1−r)/√(1+r²),

n ≡ d ln J/d ln p = (1+r²)/(2−r+r²).

Two identical faces, constant temperature and D, dilute hydrogen and low surface coverage are assumed.

**1. One surface in contact with gas**

Molecules of mass m and number density p/(kT) strike unit area at the rate

Φ = (p/kT) ∫₀^∞ v √(m/(2πkT)) exp(−mv²/(2kT)) dv.

The integral of v exp(−mv²/(2kT)) is kT/m, so

Φ = (p/kT) √(kT/(2πm)) = p/√(2πmkT).

If a fraction s of the impacts on an empty surface leads to dissociation, and each delivers two atoms, then

K_d = 2s/√(2πmkT).

Now let a fraction θ of the surface sites be occupied. Dissociation needs two empty sites and recombination needs two occupied ones. In a mean-field description, where sites are filled at random, the net uptake of atoms is

R = K_d p(1−θ)² − K₂θ²,

with K₂ a constant at fixed temperature.

Atoms also pass between the surface and the bulk just below it. Entry is proportional to θ when the bulk is dilute, and return is proportional to c(1−θ), because a returning atom needs an empty surface site. If this exchange is much faster than the net flux, the two rates balance:

θ/(1−θ) = g c, or θ = g c(1−θ),

where g depends on temperature. Inserting this in the recombination term gives

R = (1−θ)²(K_d p − K_r c²), K_r = K₂g².

In a closed vessel R vanishes at equilibrium, so c² = (K_d/K_r)p. This is Sieverts' law, c = S√p, with

S² = K_d/K_r, or K_r = K_d/S².

The square root appears because one molecule supplies two atoms. The blocking factor (1−θ)² cancels at equilibrium but not in a flux. For θ ≪ 1 it is close to one, and the surface law becomes

R = K_d p − K_r c².

The recombination constant is therefore not a free parameter: once K_d and S are known, it follows.

**2. Two simple membranes**

First let the surfaces be so fast that each stays in equilibrium with its gas. Then c₁ = S√p upstream and c₂ = 0 downstream. In steady state the diffusion equation reduces to d²c/dx² = 0, so the profile is a straight line and

J = D(c₁−c₂)/L = D S√p/L.

Next let diffusion be so fast that the concentration is uniform, c₁ = c₂ = c. What enters upstream must leave downstream:

K_d p − K_r c² = K_r c².

Hence K_r c² = K_d p/2 and

J = K_d p/2, c = S√(p/2).

The factor 1/2 arises because identical faces at the same concentration release atoms at equal rates, so half of the uptake returns to the upstream gas. The concentration still varies as √p; the flux is linear because recombination goes as its square.

The surface-limited flux divided by the diffusion-limited flux is

(K_d p/2)/(D S√p/L) = W/2.

The surface supply falls as p and the diffusive capacity as √p, so at sufficiently low pressure the surfaces become the bottleneck.

**3. Surfaces and diffusion together**

With neither process infinitely fast, the same J passes through all three stages:

K_d p − K_r c₁² = J,

D(c₁−c₂)/L = J,

K_r c₂² = J.

Measure concentrations against the equilibrium value by setting u₁ = c₁/(S√p) and u₂ = c₂/(S√p). Since K_r S² = K_d, the first and third equations become

J = K_d p(1−u₁²) = K_d p u₂²,

and therefore u₁² + u₂² = 1. The diffusion equation becomes

(D S√p/L)(u₁−u₂) = K_d p u₂².

Dividing by D S√p/L gives

u₁ − u₂ = W u₂².

Eliminating u₁ would leave a quartic in u₂. It is simpler to use r = u₂/u₁ as a parameter. The sum of squares gives u₁²(1+r²) = 1, so

u₁ = 1/√(1+r²), u₂ = r/√(1+r²).

The diffusion condition is then u₁(1−r) = W r²u₁², or

W = (1−r)/(r²u₁) = (1−r)√(1+r²)/r².

The flux follows from J = (D S√p/L)(u₁−u₂), which is the formula stated at the start. Equivalently,

J = K_d p r²/(1+r²).

A positive flux needs 0 < r < 1. To see that each W has one solution, differentiate:

d ln W/dr = −1/(1−r) + r/(1+r²) − 2/r.

The positive term is smaller than 1/r, so the sum is negative. W falls steadily from infinity at r → 0 to zero at r → 1.

*The local exponent.* At fixed membrane properties p is proportional to W², hence d ln p = 2 d ln W. From the second form of J,

n = 1 + [2/r − 2r/(1+r²)]/(2 d ln W/dr).

The bracket equals 2/[r(1+r²)]. Over a common denominator, the numerator of d ln W/dr is

−r(1+r²) + r²(1−r) − 2(1−r)(1+r²) = −(2−r+r²),

so

d ln W/dr = −(2−r+r²)/[r(1−r)(1+r²)].

Inserting both expressions,

n = 1 − (1−r)/(2−r+r²) = (1+r²)/(2−r+r²).

The numerator of dn/dr is

2r(2−r+r²) − (1+r²)(2r−1) = 1 + 2r − r²,

which is positive for 0 < r < 1. The exponent thus rises steadily from 1/2 to 1 as r rises, that is, as the pressure falls.

A numerical test reached the steady state by another route. The diffusion equation with these surface rates was integrated in time on 21 nodes, starting from an empty membrane, for W = 0.05, 1 and 100. The final flux and concentration ratio agreed with the formulas within a relative tolerance of 10⁻⁵.

**4. How the limits are reached**

*Large W.* Write w = W^(−1/2). The relation between W and r gives

r = w(1−r)^(1/2)(1+r²)^(1/4) = w(1 − r/2 + O(r²)),

so r = w − w²/2 + O(w³). Then

JL/(D S√p) = (1−r)(1+r²)^(−1/2) = 1 − r − r²/2 + O(r³).

The second-order terms, +w²/2 from −r and −w²/2 from −r²/2, cancel:

JL/(D S√p) = 1 − W^(−1/2) + O(W^(−3/2)).

For the exponent, expansion in r gives

n = 1/2 + r/4 + O(r²) = 1/2 + 1/(4√W) + O(1/W).

The leading correction comes from the downstream face. To release the flux it must hold u₂ ≈ W^(−1/2), whereas the upstream deficit is only 1−u₁ ≈ u₂²/2 ≈ 1/(2W). Because W varies as √p, the relative departure from the square-root law decays as p^(−1/4), which is slow.

*Small W.* Put r = 1−δ with δ ≪ 1. Then W = √2 δ to first order, and

J/(K_d p) = r²/(1+r²) = (1−2δ)/(2−2δ) + O(δ²) = (1−δ)/2 + O(δ²).

With δ = W/√2,

J = (K_d p/2)[1 − W/√2 + O(W²)].

In the exponent, 1+r² becomes 2−2δ and 2−r+r² becomes 2−δ, so

n = 1 − δ/2 + O(δ²) = 1 − W/(2√2) + O(W²).

Here the relative departure of J from the linear law falls as √p.

*The middle.* The two limiting laws cross at W = 2. Setting n = 3/4 gives 4+4r² = 6−3r+3r², or

r² + 3r − 2 = 0, r = (√17−3)/2 ≈ 0.562,

for which W ≈ 1.59. The exponent falls from 0.95 to 0.55 over 4.64 decades of pressure. This width is the same for every membrane with identical faces obeying the model, because n depends on W alone and p is proportional to W².

**5. The time needed for a steady state**

For W ≪ 1 the concentration is nearly uniform, and the membrane fills according to

L dc/dt = K_d p − 2K_r c².

Add a small deviation ε to the steady value c = S√(p/2). To first order,

L dε/dt = −4K_r S√(p/2) ε.

Using K_r = K_d/S² and K_d√p/(S L) = W D/L², the decay rate is

4K_r S√(p/2)/L = 2√2 K_d√p/(S L) = 2√2 W D/L².

For W ≫ 1 both face concentrations are effectively pinned. A deviation must vanish at the faces, and its slowest form is sin(πx/L), which decays at the rate π²D/L². This limit is approached slowly: the slowest rate is 0.66 of it at W = 10 and 0.90 at W = 100. Trapping at defects, which lengthens transients in real steels, is not included. At low pressure, then, a membrane can need much longer than its diffusion time to settle, and a flux read too early is not the steady flux derived here.

**6. Unequal faces, residual gas and surface films**

Define a = c/S, the square root of the pressure that would be in equilibrium with c. Let the downstream face have kinetics m times faster. Dissociation and recombination must both carry this factor, because their ratio is fixed by the same S. With residual hydrogen at pressure p₂ downstream,

J = K_d(p−a₁²) = (D S/L)(a₁−a₂) = mK_d(a₂²−p₂).

When the surfaces limit the flux, a₁ = a₂ = a, and

p − a² = m(a²−p₂), a² = (p+mp₂)/(1+m).

Therefore

J = K_d m(p−p₂)/(1+m).

For m = 1 and p₂ = 0 this returns K_d p/2. When diffusion limits the flux, a₁ = √p and a₂ = √p₂, so

J = D S(√p−√p₂)/L.

Unequal faces leave both limiting exponents unchanged when the downstream side is vacuum, but they shift and reshape the transition. With W defined by the upstream K_d, the point n = 3/4 lies at W ≈ 0.94 for m = 10 and W ≈ 8.3 for m = 0.1, and the width from n = 0.95 to 0.55 becomes 3.6 and 5.2 decades. A fixed residual pressure raises the local exponent in both regimes when p is not much larger than p₂. The surface-limited law, for example, gives n = p/(p−p₂), which exceeds one and grows as p approaches p₂, but returns to one for p ≫ p₂.

Now cover each face with a film of thickness t whose permeability, diffusivity times solubility constant, is φ times that of the membrane. Suppose the film also carries dissolved atoms and is in local equilibrium with the membrane, so that a is continuous. The drops in a add up:

a₁ − a₂ = J[L/(D S) + 2t/(φD S)].

The films replace D S/L by (D S/L)/(1+f), with f = 2t/(φL). This lowers the diffusion-limited flux but leaves its √p dependence. If the film leaves K_d unchanged, as assumed here, it also raises W by the factor 1+f.

**7. A hot wall in numbers**

Take L = 1.0 mm, T = 700 K, D = 1.0×10⁻⁴ cm²/s, S = 3.0×10¹⁶ cm⁻³ Torr^(−1/2) and s = 10⁻⁷. The impact rate at 1 Torr is 9.35×10²⁰ cm⁻² s⁻¹, so

K_d = 2 × 10⁻⁷ × 9.35×10²⁰ = 1.87×10¹⁴ cm⁻² s⁻¹ Torr⁻¹,

D S/L = 10⁻⁴ × 3×10¹⁶/0.1 = 3.0×10¹³ cm⁻² s⁻¹ Torr^(−1/2).

W equals one at p = (3.0×10¹³/1.87×10¹⁴)² = 0.0257 Torr. The limiting laws cross at four times this pressure, 0.103 Torr or 13.7 Pa. There the flux is 0.43 of the value that either law alone would give.

At 1 Torr, W = 6.23 and r = 0.335. The flux is

J = 3.0×10¹³ × (1−0.335)/√(1+0.335²) = 1.89×10¹³ cm⁻² s⁻¹,

with n = 0.626. Even at roughly forty times the pressure for W = 1, the exponent is still well above 1/2.

At 760 Torr, W = 172 and J = 7.64×10¹⁴ cm⁻² s⁻¹, or 6.3×10⁻⁶ mol H₂ m⁻² s⁻¹. This is 0.924 of the square-root law; the estimate 1−W^(−1/2) also gives 0.924. At 10⁻⁴ Torr, W = 0.0623 and J = 8.96×10⁹ cm⁻² s⁻¹, which is 0.958 of the linear law. The estimate 1−W/√2 gives 0.956.

Extrapolating the flux at 760 Torr down to 10⁻⁴ Torr with the square-root law gives

7.64×10¹⁴ × √(10⁻⁴/760) = 2.77×10¹¹ cm⁻² s⁻¹,

about 31 times the flux found from the model. The slowest relaxation time is 11 s at 760 Torr but 576 s at 10⁻⁴ Torr.

*What the simple model leaves out.* Each change below is relative to the flux of the simple model at the same pressure, with the other settings held fixed.

- A downstream face ten times faster raises the flux by 83 % at 10⁻⁴ Torr and by 5 % at 760 Torr. The surface-limited formula explains the first figure: (10/11)/(1/2) = 1.82.
- Oxide films of 20 nm on both faces, with φ = 10⁻⁴, give f = 0.40. They lower the flux by 28 % at 760 Torr and by 1.7 % at 10⁻⁴ Torr.
- A residual pressure of 10⁻⁶ Torr lowers the flux by 1.0 % at 10⁻⁴ Torr and has no visible effect at 760 Torr.
- Site blocking was sized with surface sites 0.70 eV deeper than bulk sites. The upstream coverage at 760 Torr is then 0.15, and (1−θ)² is about 0.72. The flux falls by only 0.2 %, because diffusion controls it there; about half of this drop comes from the downstream face, although its coverage is only 0.013. This figure includes finite surface-bulk exchange, with a barrier of 0.80 eV and an entry rate of about 1.7×10²² θ cm⁻² s⁻¹. The drop depends steeply on the assumed depth: with fast exchange it is about 1.3 % for 0.80 eV and 12 % for 0.90 eV.

The filling of bulk sites at 760 Torr is about 2×10⁻⁶ for the assumed 5×10²³ sites per cm³, so the dilute limit is consistent with the chosen numbers.

*Comparison with a real wall.* The inputs are round values in the rough regime of an oxidised ferritic-steel wall, not data for a particular steel. The sticking probability is the least certain, since it depends strongly on the state of the surface. The crossover pressure varies as 1/s², so a tenfold change in s, with D, S and L fixed, moves it a hundredfold. Real walls can readily break the assumption of identical, unchanging faces: one side may be more oxidised than the other, and an oxide may grow or be reduced as the gas changes. In the surface limit, the factor m/(1+m) shows that a downstream face ten times faster than the upstream one raises the flux by 82 %, while one ten times slower lowers it by 82 %, both relative to identical faces with the upstream kinetics. If K_d itself changes with pressure, the measured exponent need not follow n(W).

Thickness offers a second way to distinguish the regimes. At fixed pressure and unchanged surfaces, the flux varies as 1/L for W ≫ 1 and is independent of L for W ≪ 1. Thickening a wall therefore has its full effect only while diffusion controls the flux. Starting from W = 1, a tenfold thickening lowers the flux to 0.24 of its value rather than 0.1, and as long as W stays small the flux at a given pressure is set almost entirely by K_d. Enough added diffusion resistance, from a much thicker wall or a film with large f, raises W and so ends the surface-limited regime. The numerical output below lists the values across the transition.

Computed values

```
Temperature: 700 K
Thickness: 1.0 mm
Diffusivity D: 1.0e-04 cm2/s
Sieverts constant S: 3.0e+16 cm^-3 Torr^-1/2
Sticking probability: 1.0e-07
H2 impact rate at 1 Torr: 9.352e+20 cm^-2 s^-1
K_d: 1.870e+14 atoms cm^-2 s^-1 Torr^-1
K_r: 2.078e-19 cm4/s
D S/L: 3.000e+13 atoms cm^-2 s^-1 Torr^-1/2
Pressure at W=1: 0.0257 Torr
Asymptotes cross at: 0.1029 Torr = 13.72 Pa
Flux/asymptote at crossing: 0.4258
n=3/4: r=0.5616, W=1.5946, p=0.0654 Torr
n=0.95 at p=6.401e-04 Torr
n=0.55 at p=2.788e+01 Torr
Transition width: 4.64 decades
p (Torr) | W | J (atoms cm^-2 s^-1) | n | c2/c1
1.0e-04 | 0.0623 | 8.957e+09 | 0.9789 | 0.9586
1.0e-02 | 0.6234 | 6.514e+11 | 0.8509 | 0.7310
1.0e+00 | 6.2345 | 1.891e+13 | 0.6260 | 0.3353
1.0e+02 | 62.3446 | 2.624e+14 | 0.5352 | 0.1193
7.6e+02 | 171.8723 | 7.642e+14 | 0.5204 | 0.0735
Flux at 760 Torr: 6.345e-06 mol H2 m^-2 s^-1
At 1.0e-04 Torr: J/(sqrt-p law)=0.0299, J/(linear law)=0.9578
At 7.6e+02 Torr: J/(sqrt-p law)=0.9240, J/(linear law)=0.0108
sqrt-p extrapolation 760 to 1e-4 Torr, overestimate: 30.95 times
Relaxation time at 1.0e-04 Torr: 575.6 s
Relaxation time at 7.6e+02 Torr: 11.0 s
Assumed downstream/upstream kinetics: 10
Assumed back pressure: 1.0e-06 Torr
Assumed oxide per face: 20 nm, relative permeability 1e-04
Oxide/membrane diffusion resistance: 0.400
Assumed surface binding: 0.70 eV, entry barrier: 0.80 eV
Flux change (%) at 1e-4 Torr | at 760 Torr
Unequal faces: 83.117 | 5.344
Oxide resistance: -1.659 | -27.666
Back pressure: -1.021 | -0.000
Blocking and exchange: -0.009 | -0.213
Coverage at 760 Torr: up 0.1530, down 0.0133
Lattice filling at 760 Torr: 1.65e-06
Flux/exchange rate at 760 Torr, downstream: 3.30e-06
```
